# Dugdale Process Zone and Pore Size in a Low-k Dielectric: verification in Python

```python
"""Dugdale process zone of a porous low-k dielectric.

Result under test: L = (pi/8) (K/S)^2 for a long mode-I crack.
K: toughness; S: constant cohesive traction; L: zone length.
E_eff: plane-strain modulus; s: distance behind the leading zone end.
Also tested: opening, finite-crack correction and linear softening.
Material inputs other than K and S are rough typical values.
"""
import numpy as np
from scipy.constants import giga, mega, nano
from scipy.integrate import quad
from scipy.optimize import brentq

toughness = 0.22 * mega
strength = 1.0 * giga
young = 10.0 * giga
poisson = 0.25
porosity = 0.25
pore_diameters = np.array([1.0, 2.0, 3.0]) * nano
film_thickness = 200.0 * nano
half_crack = 100.0 * nano
E_eff = young / (1 - poisson**2)


def zone_length(k_value, traction):
    return np.pi / 8 * (k_value / traction)**2


L = zone_length(toughness, strength)
fracture_energy = toughness**2 / E_eff
critical_opening = fracture_energy / strength


# Elastic field test. Lengths are divided by L, and v = sqrt(s/L).
def log_slope(v):
    return np.log(1 + v) - np.log(max(abs(1 - v), 1e-300))


def integrate(function, lower, upper):
    return quad(function, lower, upper, epsabs=1e-10,
                epsrel=1e-9, limit=300)[0]


def stress_behind(v0):
    """Stress/S on the crack line at s/L = v0**2, from dislocations."""
    def full(v):
        return 2 * v * log_slope(v) / (v*v - v0*v0)

    def regular(v):
        return 2 * v * log_slope(v) / (v + v0)

    if v0 < 1:
        low, high = 0.0, (v0 + 1) / 2
        rest = integrate(full, high, 1) + integrate(full, 1, 2)
        rest += integrate(full, 2, np.inf)
    else:
        low, high = (v0 + 1) / 2, v0 + 1
        rest = integrate(full, 0, 1) + integrate(full, 1, low)
        rest += integrate(full, high, np.inf)
    principal = quad(regular, low, high, weight='cauchy', wvar=v0,
                     epsabs=1e-10, epsrel=1e-9, limit=300)[0]
    return (principal + rest) / np.pi**2


def stress_ahead(distance):
    """Stress/S at the given distance/L ahead of the leading end."""
    def integrand(v):
        return 2 * v * log_slope(v) / (v*v + distance)
    middle = max(3.0, np.sqrt(distance))
    total = integrate(integrand, 0, 1) + integrate(integrand, 1, 2)
    total += integrate(integrand, 2, middle)
    total += integrate(integrand, middle, np.inf)
    return total / np.pi**2


inside_stress = [stress_behind(v) for v in (0.3, 0.7)]
free_stress = [stress_behind(v) for v in (1.5, 3.0)]
assert np.allclose(inside_stress, 1, atol=1e-6)
assert np.allclose(free_stress, 0, atol=1e-6)
for distance in (0.1, 1.0, 5.0):
    predicted = 2 / np.pi * np.arctan(1 / np.sqrt(distance))
    assert abs(stress_ahead(distance) - predicted) < 1e-6

# The far stress must carry the prescribed stress intensity factor.
far_distance = 1e4
far_K = (strength * stress_ahead(far_distance)
         * np.sqrt(2 * np.pi * far_distance * L))
assert abs(far_K / toughness - 1) < 1e-3

# Integrated face slope must agree with the fracture energy relation.
slope_integral = integrate(lambda v: 2 * v * log_slope(v), 0, 1)
opening_from_slope = 4 * strength * L / (np.pi * E_eff) * slope_integral
assert abs(opening_from_slope / critical_opening - 1) < 1e-6

# Strength at which the zone shrinks to one pore diameter.
threshold_strengths = np.array([
    giga * brentq(lambda x: zone_length(toughness, x * giga) / d - 1,
                  0.1, 100.0) for d in pore_diameters])
threshold_formula = toughness * np.sqrt(np.pi / (8 * pore_diameters))
assert np.allclose(threshold_strengths, threshold_formula, rtol=1e-8)
assert np.all(L > pore_diameters)

# Central finite crack: lengths in nm and stresses divided by S.
a = half_crack / nano
finite_zone = a * np.expm1(L / half_crack)
c = a + finite_zone
closing_integral = integrate(lambda x: 1 / np.sqrt(c*c - x*x), a, c)
remote_ratio = 2 / np.pi * closing_integral


def opening_integrand(y):
    """Energy-conjugate opening integrand while the crack grows."""
    length = a + y*y
    net_K = (remote_ratio * np.sqrt(np.pi * length)
             - 2 * np.sqrt(length / np.pi) * np.arccos(a / length))
    point_K_times_step = (4 * np.sqrt(length / np.pi)
                          / np.sqrt(2*a + y*y))
    return net_K * point_K_times_step


finite_opening = (2 * strength / E_eff * nano
                  * integrate(opening_integrand, 0, np.sqrt(finite_zone)))
assert abs(finite_opening / critical_opening - 1) < 1e-6


# Linear softening: solve for traction on cells uniform in v.
def opening_weights(u, edges):
    """Opening at u from unit traction on each cell."""
    gap = np.maximum(np.abs(u - edges), 1e-300)
    primitive = ((edges**2 - u*u) * (np.log(u + edges) - np.log(gap))
                 + 2 * u * edges)
    return 4 * u * np.diff(edges) - np.diff(primitive)


def softening_coefficient(cells):
    """Return zone length/(K/S)^2 and energy-balance ratio."""
    edges = np.linspace(0, 1, cells + 1)
    centres = (edges[:-1] + edges[1:]) / 2
    matrix = np.array([opening_weights(u, edges) for u in centres])
    end_weights = opening_weights(1.0, edges)
    assert abs(end_weights.sum() - 2) < 1e-10

    def solve(load):
        return np.linalg.solve(np.eye(cells) + load * matrix,
                               np.ones(cells))

    def end_traction(load):
        return 1 - load * end_weights @ solve(load)

    lower, upper = 0.05, 0.10
    while end_traction(upper) > 0:
        lower, upper = upper, upper + 0.05
        assert upper < 2
    load = brentq(end_traction, lower, upper)
    traction = solve(load)
    assert np.all(np.diff(traction) < 1e-3)
    assert traction.min() > -1e-3 and traction.max() < 1.001
    K_squared = 8 / np.pi * np.mean(traction)**2
    energy_squared = 2 / (np.pi * load)
    return np.pi * load / 2, K_squared / energy_squared


coarse_coefficient, coarse_balance = softening_coefficient(120)
linear_coefficient, energy_balance = softening_coefficient(240)
assert abs(energy_balance - 1) < 2e-3
assert abs(coarse_coefficient / linear_coefficient - 1) < 2e-3
linear_zone = linear_coefficient * (toughness / strength)**2
assert linear_zone > L

# Simple cubic pore arrangement for the middle pore diameter.
pore_spacing = pore_diameters[1] * (np.pi / (6 * porosity))**(1 / 3)
half_energy_K = np.sqrt(E_eff * fracture_energy / 2)
half_energy_zone = zone_length(half_energy_K, strength)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Toughness K", toughness / mega, "MPa sqrt(m)")
show("Cohesive strength S", strength / giga, "GPa")
show("Young modulus, rough", young / giga, "GPa")
show("Poisson ratio, rough", poisson, "(dimensionless)")
show("Plane-strain modulus", E_eff / giga, "GPa")
show("Porosity, rough", porosity, "(dimensionless)")
show("Film thickness, rough", film_thickness / nano, "nm", 1)
show("(K/S)^2", (toughness / strength)**2 / nano, "nm", 2)
show("Dugdale coefficient pi/8", np.pi / 8, "(dimensionless)", 4)
show("Dugdale zone length", L / nano, "nm", 2)
show("Fracture energy", fracture_energy, "J/m^2")
show("Critical opening", critical_opening / nano, "nm")
for d, threshold in zip(pore_diameters, threshold_strengths):
    name = f"Pore {d / nano:.0f} nm"
    show(name + ", zone/diameter", L / d, "(dimensionless)", 2)
    show(name + ", threshold strength", threshold / giga, "GPa", 2)
show("Pore spacing for 2 nm pores", pore_spacing / nano, "nm", 2)
show("Pore spacings along zone", L / pore_spacing, "(count)", 2)
show("Stress in zone at v=0.3, over S", inside_stress[0],
     "(dimensionless)", 6)
show("Stress on free face at v=1.5, over S", abs(free_stress[0]),
     "(dimensionless, magnitude)", 6)
show("K recovered from far stress", far_K / mega, "MPa sqrt(m)", 5)
show("Finite crack half-length", half_crack / nano, "nm", 1)
show("Finite-crack zone length", finite_zone, "nm", 2)
show("Finite-crack change", 100 * (finite_zone * nano / L - 1), "%", 1)
show("Finite-crack failure stress", remote_ratio * strength / giga,
     "GPa")
show("Linear-softening coefficient", linear_coefficient,
     "(dimensionless)")
show("Linear-softening zone length", linear_zone / nano, "nm", 1)
show("Linear-softening/Dugdale length", linear_zone / L,
     "(dimensionless)", 2)
show("Softening energy-balance ratio", energy_balance,
     "(dimensionless)", 5)
show("Strain scale S/E_eff", strength / E_eff, "(dimensionless)")
show("Opening/zone length", critical_opening / L, "(dimensionless)")
show("Zone/half film thickness", L / (film_thickness / 2),
     "(dimensionless)")
show("Zone at half driving energy", half_energy_zone / nano, "nm", 2)
print("no test failed")
```

It prints:

```
Toughness K: 0.220 MPa sqrt(m)
Cohesive strength S: 1.000 GPa
Young modulus, rough: 10.000 GPa
Poisson ratio, rough: 0.250 (dimensionless)
Plane-strain modulus: 10.667 GPa
Porosity, rough: 0.250 (dimensionless)
Film thickness, rough: 200.0 nm
(K/S)^2: 48.40 nm
Dugdale coefficient pi/8: 0.3927 (dimensionless)
Dugdale zone length: 19.01 nm
Fracture energy: 4.538 J/m^2
Critical opening: 4.538 nm
Pore 1 nm, zone/diameter: 19.01 (dimensionless)
Pore 1 nm, threshold strength: 4.36 GPa
Pore 2 nm, zone/diameter: 9.50 (dimensionless)
Pore 2 nm, threshold strength: 3.08 GPa
Pore 3 nm, zone/diameter: 6.34 (dimensionless)
Pore 3 nm, threshold strength: 2.52 GPa
Pore spacing for 2 nm pores: 2.56 nm
Pore spacings along zone: 7.43 (count)
Stress in zone at v=0.3, over S: 1.000000 (dimensionless)
Stress on free face at v=1.5, over S: 0.000000 (dimensionless, magnitude)
K recovered from far stress: 0.21999 MPa sqrt(m)
Finite crack half-length: 100.0 nm
Finite-crack zone length: 20.93 nm
Finite-crack change: 10.1 %
Finite-crack failure stress: 0.380 GPa
Linear-softening coefficient: 0.731 (dimensionless)
Linear-softening zone length: 35.4 nm
Linear-softening/Dugdale length: 1.86 (dimensionless)
Softening energy-balance ratio: 1.00001 (dimensionless)
Strain scale S/E_eff: 0.094 (dimensionless)
Opening/zone length: 0.239 (dimensionless)
Zone/half film thickness: 0.190 (dimensionless)
Zone at half driving energy: 9.50 nm
no test failed
```
